# Why the SSH polaron's ground-state momentum can leave zero

**Question.** An electron that couples to phonons through its site energy (the Holstein model) forms a polaron whose band narrows and whose minimum stays at zero momentum. An electron that couples through its hopping (the Su-Schrieffer-Heeger, SSH, model) is said to form a polaron that stays light and whose ground-state momentum leaves zero at a critical coupling. Why does this happen, at what coupling, and in what sense is "light" true?

**Answer.**

### The mechanism

Take one electron on a chain, with \(\hbar=1\), the lattice constant \(a\) as unit of length, \(t>0\), and dispersionless phonons of frequency \(\Omega\). With \(X_j=b_j+b_j^\dagger\) and the bond operator \(h_j=|j\rangle\langle j+1|+|j+1\rangle\langle j|\),
\[
H=-t\sum_j h_j+\Omega\sum_j b_j^\dagger b_j+V,\qquad V=g\sum_j h_j\,(\mu X_{j+1}+\nu X_j).
\]
The SSH model is \((\mu,\nu)=(1,-1)\): the hopping depends on the bond length. The even model \((1,1)\) and the bond model \((0,1)\) serve as controls, and Holstein has \(V=g_H\sum_j|j\rangle\langle j|X_j\). The program calls \(\mu,\nu\) a and b. The couplings are \(\lambda=2g^2/(\Omega t)\) and \(\alpha=g^2/\Omega^2=\lambda t/(2\Omega)\). The bare band is \(\varepsilon_k=-2t\cos k\) with mass \(m_0=1/(2t)\), so \(m_0/m^*=E''/(2t)\).

Collecting the terms that contain \(X_j\) gives \(V=g\sum_j A_jX_j\) with \(A_j=\mu h_{j-1}+\nu h_j\). An electron can hop from \(j-1\) to \(j\) while emitting a phonon at \(j\) (amplitude \(g\mu\)) and hop on to \(j+1\) while absorbing it (amplitude \(g\nu\)). A virtual state at energy \(\Omega\) contributes \(-1/\Omega\), so the net amplitude is \(-\mu\nu g^2/\Omega\). An atom that moves shortens one bond and stretches the next, so \(\mu\nu=-1\) and the amplitude is positive, opposite in sign to \(-t\). It needs no bare hop and leaves no phonon behind.

That a negative \(\mu\nu\) is necessary for the minimum to leave \(k=0\) holds at any coupling, by the following argument. Use the basis of electron site and phonon numbers on a ring. The operator \((-1)^{N_{\rm ph}}\) sends \(X\to-X\), so the sign of \(g\) is free. For \(\mu\nu\ge0\) and for Holstein it can be chosen so that every off-diagonal element is \(\le0\). Then the Perron-Frobenius argument applies. For a real ground state \(\psi\), replacing each component by its modulus cannot raise the energy, so \(|\psi|\) and \(|\psi|\pm\psi\) are non-negative solutions at the ground energy. If such a solution vanishes on a basis state \(s\), the eigenvalue equation \(\sum_{s'}H_{ss'}\phi_{s'}=0\) has only non-positive terms, so it vanishes on all states linked to \(s\), and hence everywhere, since \(H\) links all basis states. So \(\psi\) has one sign and no zero, and is unique because two such vectors cannot be orthogonal. A translation maps it onto a positive ground state, that is onto itself, so \(k=0\).

For SSH consider the loop \(|j-1;0\rangle\to|j;1_j\rangle\to|j+1;0\rangle\to|j;0\rangle\to|j-1;0\rangle\). The product of its elements is \((g\mu)(g\nu)(-t)^2\). Rephasing basis states leaves it unchanged, because each state enters once as bra and once as ket, and four non-positive elements give a non-negative product. For \(\mu\nu<0\) no such gauge exists. This removes the guarantee of \(k=0\); whether the minimum moves is a question of size. The size needed is large. In the basis of oscillator displacements \(x_j\) the hopping element is \(-t+g(x_{j+1}-x_j)\), and the discretized oscillator kinetic energy has non-positive off-diagonal elements. If the hopping were a function of bond length that stays negative for all displacements, the same argument would give \(k=0\) at any coupling. The shift therefore needs displacements at which the linear hopping reverses sign. In the phonon vacuum \(X_{j+1}-X_j\) has variance 2, so the sign is reversed with probability \(\tfrac12\,\mathrm{erfc}(t/2g)\), and \(g/t=\sqrt{\lambda\Omega/2t}\) grows in the limit \(\Omega/t\to\infty\) used below. At \(\Omega=20t\) and threshold, \(g\approx2.3t\) and the probability is \(0.38\). The result is a property of the linear model and carries over to a material only if its hopping really can change sign. The program tests the contrast at \(\Omega=5t\), \(g^2=5t^2\): on a coarse grid of \(k\) the lowest point is \(k=0\) for the even, bond and Holstein models and \(1.047\) for SSH.

### The band in the antiadiabatic limit

At fixed total momentum \(k\), let \(P\) project on the single zero-phonon state \(|k;0\rangle\), let \(Q=1-P\), and let \(H_0=H-V\). The \(Q\) part of the Schrödinger equation is \(Q\psi=G V(P\psi+Q\psi)\) with \(G=Q/(E-H_0)\). Iterating it and inserting it in the \(P\) part gives
\[
E=\varepsilon_k+\langle VGV\rangle+\langle VGVGVGV\rangle+\dots,
\]
where odd powers of \(V\) vanish because each changes the phonon number by one. A term \(g^{2n}t^m/\Omega^{2n+m-1}\) is of size \(t\,(t/\Omega)^{n+m-1}\) at fixed \(\lambda\), since \(g^2=\lambda\Omega t/2\). For \(\Omega/t\to\infty\) only \(n+m=1\) survives: the bare band and \(-(g^2/\Omega)\langle k|\sum_jA_j^2|k\rangle\), where \(\langle0|b_ib_j^\dagger|0\rangle=\delta_{ij}\) has been used. The products are \(h_{j-1}^2=|j-1\rangle\langle j-1|+|j\rangle\langle j|\), likewise for \(h_j^2\), and \(h_{j-1}h_j=|j-1\rangle\langle j+1|\), \(h_jh_{j-1}=|j+1\rangle\langle j-1|\). Each site belongs to two bonds, so
\[
\sum_jA_j^2=2(\mu^2+\nu^2)+\mu\nu\sum_j\big(|j-1\rangle\langle j+1|+\text{h.c.}\big).
\]
The next-nearest hopping is \(t_2=-\mu\nu g^2/\Omega\); explicit ring matrices confirm this for four choices of \((\mu,\nu)\). For SSH the eigenvalue is \(W(k)=4-2\cos2k\), and
\[
E(k)=-\frac{4g^2}{\Omega}-2t\cos k+2t_2\cos2k,\qquad t_2=\frac{g^2}{\Omega}=\frac{\lambda t}{2}.
\]
The derivatives are \(E'=2\sin k\,(t-4t_2\cos k)\) and \(E''=2t\cos k-8t_2\cos2k\). For \(4t_2<t\) the bracket is positive and \(k=0\) is the only minimum. For \(4t_2>t\), that is \(\lambda>\lambda_c=1/2\), the minima are the pair \(\pm k_{\rm gs}\) with \(\cos k_{\rm gs}=t/(4t_2)=1/(2\lambda)\). Below \(\lambda_c\), \(m_0/m^*=1-4t_2/t=1-2\lambda\). Above it, with \(c=1/(2\lambda)\), \(E''/(2t)=c-2\lambda(2c^2-1)=c-2c+2\lambda\), so
\[
\frac{m_0}{m^*}=2\lambda-\frac1{2\lambda}.
\]
Near \(k=0\), \(E=\text{const}+Ak^2+Bk^4\) with \(A=t-4t_2\) and \(B=4t_2/3-t/12\), which is \(t/4>0\) at \(\lambda_c\), so the minimum moves continuously. For \(A<0\), \(k_{\rm gs}^2=-A/(2B)=4(\lambda-\lambda_c)\) and \(E''=2A+12Bk_{\rm gs}^2=-4A\), twice the value \(2|A|\) at equal distance below. The mass diverges at \(\lambda_c\), so the polaron is not light there. Diagonalization in a truncated phonon space at \(\Omega=20t\), at \(0.005\) and \(0.01\) above the computed \(\lambda_c\), gives \(k_{\rm gs}=0.1380\) and \(0.1944\), a ratio of squares \(1.984\), and inverse masses above and below in the ratio \(1.988\). At \(\Omega=2000t\) it gives \(m_0/m^*=1.4963\) and \(3.7345\) for \(\lambda=1\) and \(2\), against \(1.5\) and \(3.75\).

### Why the mass can fall below the bare mass

Label phonons by their position relative to the electron: \(|k,n\rangle=N^{-1/2}\sum_je^{ikj}|j;n\text{ shifted by }j\rangle\). A hop to the right relabels \(j\to j+1\) and brings \(e^{-ik}\), so \(H(k)=D+e^{-ik}R+e^{ik}R^\dagger\), where \(R\) holds all right hops and \(D\) the rest, both real and independent of \(k\). Then \(\partial_k^2H=-(e^{-ik}R+\text{h.c.})\). Treating \(\delta\,\partial_kH+\tfrac12\delta^2\partial_k^2H\) to second order in \(\delta\) gives, for the lowest state,
\[
E''=-\langle\text{all hopping terms}\rangle-2\sum_{n\ne0}\frac{|\langle n|\partial_kH|0\rangle|^2}{E_n-E_0}.
\]
For Holstein the hopping terms are \(T=-t\sum_jh_j\) alone, \(-\langle T\rangle\le2t\), and the second term is non-positive, so \(m^*\ge m_0\) at any coupling. For \(t/\Omega\to0\) the mass follows from \(\Omega b^\dagger b+g_HX=\Omega(b^\dagger+\gamma)(b+\gamma)-g_H^2/\Omega\), \(\gamma=g_H/\Omega\). The occupied oscillator is in a coherent state with vacuum overlap \(e^{-\gamma^2/2}\), a hop involves two such overlaps, and \(m_0/m^*=e^{-\gamma^2}\) (computed \(0.1356\) against \(0.1353\) at \(\gamma^2=2\), \(\Omega=1000t\)). At fixed \(g_H^2/(\Omega t)\) this tends to one, so in the strict limit Holstein is light as well; what it cannot do is gain dispersion.

For SSH the coupling is itself a hopping term, so \(-\langle V\rangle\) enters. From \(\langle p'|h_j|p\rangle=N^{-1}e^{i(p-p')j}(e^{ip}+e^{-ip'})\) and \(\langle p'|h_{j-1}|p\rangle=N^{-1}e^{i(p-p')j}(e^{-ip}+e^{ip'})\),
\[
\langle p'|A_j|p\rangle=N^{-1}e^{i(p-p')j}\,2i(\sin p'-\sin p).
\]
At leading order \(\psi=(1-V/\Omega)|k;0\rangle\), so the zero-phonon weight is \(Z=1-\alpha W\) and \(\langle V\rangle=-2g^2W/\Omega\). The first term is \(2t\cos k+(g^2/\Omega)(8-4\cos2k)\). For the second, summing the relative phonon position with \(e^{iqr}\) gives a phonon of momentum \(q\) and an electron of momentum \(p=k-q\); this step does not involve \(k\), so \(\partial_k\) acts at fixed \(q\). The element \(2ig[\sin(k-q)-\sin k]/\sqrt N\) has derivative \(2ig(\cos p-\cos k)/\sqrt N\). With \(\langle\cdot\rangle\) the zone average, \(4g^2\langle(\cos p-\cos k)^2\rangle=4g^2(\tfrac12+\cos^2k)=g^2(4+2\cos2k)\), and the second term is \(-(g^2/\Omega)(8+4\cos2k)\). The sum is \(2t\cos k-8t_2\cos2k\), as before. At \(k=0\) the phonon parts are \(+4\) and \(-12\) in units of \(g^2/\Omega\) and the mass rises; at \(k=\pi/2\) they are \(+12\) and \(-4\) and it falls. A coupling through the hopping is not enough by itself; the net effect is set by \(t_2=-\mu\nu g^2/\Omega\). At \(k=0\) the leading \(m_0/m^*=1-4t_2/t\) equals \(1\) for the bond model and \(1+2\lambda\) for the even model, which is light without any shift of the minimum.

### Order \(t^2/\Omega\)

Two terms have \(n+m=2\). The first comes from \(1/(\Omega+\varepsilon_p-\varepsilon_k)\approx1/\Omega-(\varepsilon_p-\varepsilon_k)/\Omega^2\), giving \((4g^2/\Omega^2)\langle(\sin p-\sin k)^2(2t\cos k-2t\cos p)\rangle\). The \(\cos p\) part vanishes under \(p\to\pi-p\). What remains is \((8g^2t/\Omega^2)\cos k\,(1-\tfrac12\cos2k)\), and \(\cos k\cos2k=\tfrac12(\cos k+\cos3k)\) turns it into \((g^2t/\Omega^2)(6\cos k-2\cos3k)\).

The second is the \(g^4\) term at \(t=0\). The middle state of \(VGVGVGV\) has two phonons, since \(Q\) removes the zero-phonon state, so \(E=g^2W/(E-\Omega)+g^4S/[(E-\Omega)^2(E-2\Omega)]\). With \(1/(E-\Omega)\approx-1/\Omega-E/\Omega^2\) and \(E\approx-g^2W/\Omega\),
\[
E_4=\frac{g^4}{\Omega^3}\Big(W^2-\frac S2\Big).
\]
Here \(S\) is the squared norm of \(\sum_{ij}A_jA_ib_j^\dagger b_i^\dagger|k;0\rangle\). The two contractions of \(\langle0|b_{i'}b_{j'}b_j^\dagger b_i^\dagger|0\rangle\) give \(S=S_r+S_c\), the expectation values of \(\sum A_iA_jA_jA_i\) and \(\sum A_iA_jA_iA_j\).

In \(S_r\) the inner sum is \(W(p)\), so \(S_r=4\langle(\sin p-\sin k)^2W(p)\rangle\). Using \(\langle\sin^2p\cos2p\rangle=-\tfrac14\), one has \(\langle\sin^2p\,W\rangle=\tfrac52\), \(\langle\sin p\,W\rangle=0\), \(\langle W\rangle=4\), so \(S_r=10+16\sin^2k=18-8\cos2k\).

In \(S_c\) the momenta run \(k\to p_1\to p_2\to p_3\to k\), and the site sums force \(p_3=p_2+k-p_1\). With \(s=\sin k\), \(s_i=\sin p_i\) and \((2i)^4=16\), \(S_c=16\langle(s_1-s)(s-s_3)(s_2-s_1)(s_3-s_2)\rangle\), or
\[
S_c=16\big\langle(ss_1-s_1s_3-s^2+ss_3)(s_2s_3-s_2^2-s_1s_3+s_1s_2)\big\rangle .
\]
Shifting \(p_1\) by \(\pi\) flips \(s_1,s_3\); shifting \(p_2\) flips \(s_2,s_3\). Only monomials with the three powers all even or all odd survive: \(s_1^2s_3^2\), \(s^2s_2^2\), and \(s\,s_1s_2s_3\) twice. The first averages to \(\tfrac14\), as \(p_1,p_3\) are independent, and the second to \(s^2/2\). For the third, put \(x=p_2-p_1\): \(s_1s_2=\tfrac12[\cos x-\cos(p_1+p_2)]\), the last piece averages out at fixed \(x\), and \(\tfrac12\langle\cos x\sin(x+k)\rangle=s/4\). So \(S_c=16(\tfrac14+s^2)=12-8\cos2k\). Both sums are tested with real-space matrices.

With \(W^2=16-16\cos2k+4\cos^22k=18-16\cos2k+2\cos4k\) and \(S/2=15-8\cos2k\), the correction to the band is
\[
\Delta E=\frac{g^2t}{\Omega^2}(6\cos k-2\cos3k)+\frac{g^4}{\Omega^3}(3-8\cos2k+2\cos4k),
\]
\[
\Delta E''=\frac{g^2t}{\Omega^2}(-6\cos k+18\cos3k)+\frac{g^4}{\Omega^3}(32\cos2k-32\cos4k).
\]
On doubling \(\Omega\) from \(100t\) the largest deviation from the diagonalized band should fall by 2 without \(\Delta E\) and by 4 with it; the tested ratios at \(\lambda=1.5\) are \(1.945\) and \(3.866\). At \(k=0\) the \(g^4\) curvature cancels and \(12g^2t/\Omega^2=6\lambda t^2/\Omega\), so \(E''(0)=2t(1-2\lambda+3\lambda t/\Omega)\). Its zero is \(1/(2-3t/\Omega)\), meaningful only to first order:
\[
\lambda_c=\frac12+\frac{3t}{4\Omega}+O(t^2/\Omega^2).
\]
The rise comes from the third-neighbour hopping, which has the sign of \(-t\). The coefficient extrapolated from \(\Omega=80t\) and \(160t\) is \(0.7497\). At \(\Omega=5t\) the formula gives \(0.650\) and diagonalization \(0.620\).

### How far the lightness goes

At \(t=0\) each term of \(V\) moves the electron one site and changes \(N_{\rm ph}\) by one, so \((-1)^{j+N_{\rm ph}}\) commutes with \(H\). It shifts \(k\) by \(\pi\), so \(E(k+\pi)=E(k)\). Also \(H(-k)=H(k)^*\) gives \(E(-k)=E(k)\). Together \(E(\pi/2+\delta)=E(\pi/2-\delta)\), and \(\pi/2\) is stationary. There \(\cos2k=-1\), \(\cos4k=1\), so \(E=-6\alpha\Omega\) at leading order and \(E''=8g^2/\Omega-64g^4/\Omega^3=8\alpha\Omega(1-8\alpha+\dots)\); the tested slope is \(-7.998\). A Holstein polaron of the same binding has \(g_H^2/\Omega=|E|\) and narrowing factor \(e^{E/\Omega}\approx1-6\alpha\). At small \(\alpha\) the SSH curvature is therefore cut more strongly by dressing than the Holstein one. Half of the cut comes from the next-nearest hopping, whose \(\cos2k\) coefficient \(2\alpha\Omega-8\alpha^2\Omega=2\alpha\Omega(1-4\alpha)\) is reduced less than the Holstein hopping; the other half, \(-32\alpha^2\Omega\), comes from the induced fourth-neighbour term \(2\alpha^2\Omega\cos4k\). The SSH polaron is light because the quantity being cut is \(8g^2/\Omega\), which grows with coupling, while Holstein starts from \(2t\).

| \(\alpha\) | \(E''/\Omega\) | \(E''/(8\alpha\Omega)\) | \(e^{E/\Omega}\) |
|---|---|---|---|
| 0.05 | 0.290 | 0.725 | 0.759 |
| 0.1 | 0.459 | 0.574 | 0.596 |
| 0.2 | 0.644 | 0.403 | 0.385 |
| 0.4 | 0.76 | 0.24 | 0.178 |

The table shows two things outside the series. The SSH factor overtakes the Holstein one between \(\alpha=0.1\) and \(0.2\), for a reason not derived here. And \(E''/\Omega\) flattens, from \(0.73\) at \(\alpha=0.3\) to \(0.76\) at \(0.4\) (two other bases give \(0.759\) and \(0.761\)), so the linear growth of \(m_0/m^*\) with \(\lambda\) ends once \(8\alpha\) is not small. Nothing is claimed beyond \(\alpha=0.4\).

### The numbers

Take round parameters \(t=10\) meV, \(\Omega=20t\), \(a=4\) Å, \(\lambda=1\). Then \(g^2=\lambda\Omega t/2=10t^2\), \(\alpha=10/400=0.025\), \(t_2=10t/20=0.5t=5\) meV, \(g^2t/\Omega^2=0.025t\), \(g^4/\Omega^3=100t/8000=0.0125t\), and \(m_0=\hbar^2/(2ta^2)=23.81\,m_e\). The threshold is \(0.5+0.75/20=0.5375\), against \(0.5350\) from diagonalization.

At leading order \(\cos k_{\rm gs}=\tfrac12\), \(k_{\rm gs}=\pi/3=1.0472\), \(E=(-2-1-0.5)t=-3.5t\) and \(m_0/m^*=2-0.5=1.5\). At \(k=\pi/3\) the correction is \(\Delta E=0.025(3+2)t+0.0125(3+4-1)t=0.2t\), and its slope is \(0.025(-3\sqrt3)t+0.0125(12\sqrt3)t=0.075\sqrt3\,t>0\), which pushes the minimum to smaller \(k\). The corrected band has \(k_{\rm gs}=0.9927\), \(E=-3.3035t\), \(m_0/m^*=1.144\). Diagonalization gives \(k_{\rm gs}=1.0097\), \(E=-3.3332t\) and \(E''=(5.4164-3.0027)t=2.414t\), against the leading split \(6t-3t\), so \(m_0/m^*=1.207\). Relative to this, the leading inverse mass is 24% high and the corrected one 5% low. In physical units \(m^*=23.81/1.207=19.7\,m_e\), \(E=-33.3\) meV, \(k_{\rm gs}=0.252\) Å\(^{-1}\). The weight is \(Z=0.900\), against \(0.878\) from \(1-\alpha W\) evaluated at \(k=1.0097\).

The scan at \(\Omega=20t\) compares \(m_0/m^*\) with a Holstein polaron of equal ground energy.

| \(\lambda\) | \(k_{\rm gs}\) | SSH | leading | Holstein |
|---|---|---|---|---|
| 0.25 | 0 | 0.533 | 0.500 | 0.990 |
| 0.45 | 0 | 0.159 | 0.100 | 0.981 |
| 1 | 1.010 | 1.207 | 1.500 | 0.940 |
| 2 | 1.298 | 2.70 | 3.750 | 0.841 |
| 4 | 1.432 | 4.51 | 7.875 | 0.671 |

Below \(\lambda_c\) the SSH polaron is the heavier of the two. Well above it the band is ruled by the phonon-made hopping: at \(\lambda=4\), \(\alpha=0.1\), the \(t=0\) curvature gives \(0.459\times20/2=4.59\), within 2% of the computed \(4.51\), while the leading formula is 75% too high relative to it. All of this holds for one electron, one dimension, flat phonons, a linear coupling strong enough to reverse the sign of the hopping (\(g=3.16t\) in the example), and \(\Omega\gg t\). The last condition matters for lightness: with \(E''/\Omega\) near \(0.76\) at \(\alpha=0.4\), the \(t=0\) curvature corresponds to \(m_0/m^*\approx0.38\,\Omega/t\), which is below one for \(\Omega\) under about \(2.6t\). A mass below the bare mass is shown here only for large \(\Omega/t\), and the formula for \(\lambda_c\) is not meant for \(\Omega\) of order \(t\). The program and its output follow below.

## Calculated quantities

```
SSH: on-site -4.00, next-nearest +1.00 (g^2/Om)
even: on-site -4.00, next-nearest -1.00 (g^2/Om)
bond: on-site -2.00, next-nearest +0.00 (g^2/Om)
mixed: on-site -8.50, next-nearest +1.00 (g^2/Om)
lam=0.3: residual ratio Om=100t/200t, leading 1.972, next 3.937
lam=1.5: residual ratio Om=100t/200t, leading 1.945, next 3.866
Om=2000t lam=1.0: k_gs 1.0468 1/a, m0/m* 1.4963
Om=2000t lam=2.0: k_gs 1.3178 1/a, m0/m* 3.7345
Om=5t: lam_c exact 0.62012, 1/2+3t/(4 Om) 0.65000
Om=10t: lam_c exact 0.56594, 1/2+3t/(4 Om) 0.57500
Om=20t: lam_c exact 0.53495, 1/2+3t/(4 Om) 0.53750
Om=40t: lam_c exact 0.51807, 1/2+3t/(4 Om) 0.51875
Om=80t: lam_c exact 0.50920, 1/2+3t/(4 Om) 0.50938
Om=160t: lam_c exact 0.50464, 1/2+3t/(4 Om) 0.50469
extrapolated (lam_c-1/2) Om/t = 0.7497
Om=20t, lam_c+0.005: k_gs 0.1380, lam_c+0.01: 0.1944 1/a, k^2 ratio 1.984
m0/m* at lam_c+0.005: 0.01859, at lam_c-0.005: 0.00935, ratio 1.988
control SSH, Om=5t g^2=5t^2: grid minimum at k = 1.047 1/a
control even, Om=5t g^2=5t^2: grid minimum at k = 0.000 1/a
control bond, Om=5t g^2=5t^2: grid minimum at k = 0.000 1/a
control Holstein, Om=5t g^2=5t^2: grid minimum at k = 0.000 1/a
Holstein Om=1000t gH^2/Om^2=0.5: m0/m* 0.6074, exp 0.6065
Holstein Om=1000t gH^2/Om^2=2.0: m0/m* 0.1356, exp 0.1353
t=0: slope of E''/(8 alpha Om) in alpha = -7.998
t=0, k=pi/2: alpha, E/Om, E''/Om, E''/(8 alpha Om), Z, N_ph, exp(E/Om)
  0.025 -0.1430 0.168 0.838 0.875 0.131 0.867
  0.050 -0.2752 0.290 0.725 0.783 0.237 0.759
  0.100 -0.5183 0.459 0.574 0.651 0.411 0.596
  0.200 -0.9543 0.644 0.403 0.482 0.699 0.385
  0.300 -1.3526 0.728 0.303 0.370 0.960 0.259
  0.400 -1.7286 0.759 0.237 0.289 1.214 0.178
  alpha=0.4 E''/Om in wider, deeper basis: 0.759 0.761
Om=20t: lam, k_gs (1/a), E (t), m0/m*, leading m0/m*, Z, Holstein gH (t), m0/m*
  0.25 0.0000 -2.2296 0.533 0.500 0.989 2.243 0.990
  0.45 0.0000 -2.4161 0.159 0.100 0.981 3.018 0.981
  1.00 1.0097 -3.3332 1.207 1.500 0.900 5.398 0.940
  2.00 1.2975 -5.7253 2.697 3.750 0.795 9.003 0.841
  4.00 1.4324 -10.4682 4.512 7.875 0.656 13.520 0.671
example: t=10.0 meV, Om=200.0 meV, a=4.0 A, lam=1.0, m0=23.81 m_e
g=3.1623 t, alpha=0.0250, t2=0.5000 t = 5.00 meV
g^2 t/Om^2=0.0250 t, g^4/Om^3=0.0125 t
leading: k_gs 1.0472 1/a, E -3.5000 t, m0/m* 1.5000
next: k_gs 0.9927 1/a, E -3.3035 t, m0/m* 1.1436
exact: k_gs 1.0097 1/a, E -3.3332 t, m0/m* 1.2069
exact E'' = 5.4164 + (-3.0027) = 2.4138 t a^2
exact Z 0.9003, 1-W alpha 0.8783, N_ph 0.1042
exact: k_gs 0.2524 1/A, E -33.33 meV, m* 19.73 m_e
```
